# Fitting D/k from Thickness Profiles Beside Masked Stripes: a numerical check

```python
# RESULT UNDER TEST: the vapour diffusion length Lam = D/k can be fitted from
# thickness profiles beside mask stripes, with a free scale for each profile.
# Model: Laplace equation for concentration n(x,z), 0<x<L, 0<z<H;
#   mask (x<w): dn/dz = 0;  opening (x>w): dn/dz = n/Lam;  sides: zero flux.
# w = half mask width, L = half period, H = gas layer height, lengths in um.
# Fit model: cosine series with fixed concentration at the top.
# Independent data: finite volumes with fixed flux at another top height.
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.linalg import eigh, solve
from scipy.special import sici
from scipy.integrate import quad
from scipy.optimize import curve_fit
from scipy.constants import k as k_B, atomic_mass

L, H = 500.0, 10000.0
h = 1.25                       # finite-volume cell width, um
half_widths = (25.0, 100.0)
lam_true, planar_nm, noise_nm = 100.0, 500.0, 3.0


def finite_volume(w, lam, height=1000.0):
    """Local growth rate divided by planar rate, at all surface cells."""
    nx = int(round(L / h))
    dz = [h]
    while sum(dz) < height:
        dz.append(dz[-1] * 1.04)
    dz = np.array(dz) * height / sum(dz)
    nz = len(dz)
    gx = sp.diags([-np.ones(nx - 1), np.ones(nx - 1)], [0, 1],
                  shape=(nx - 1, nx))
    gz = sp.diags([-np.ones(nz - 1), np.ones(nz - 1)], [0, 1],
                  shape=(nz - 1, nz))
    lap_z = gz.T @ sp.diags(2 / (dz[1:] + dz[:-1])) @ gz
    matrix = (sp.kron(gx.T @ gx / h, sp.diags(dz))
              + sp.kron(h * sp.identity(nx), lap_z))
    x = (np.arange(nx) + 0.5) * h
    uptake = np.zeros((nx, nz))
    uptake[x > w, 0] = h / (lam + dz[0] / 2)
    supply = np.zeros((nx, nz))
    supply[:, -1] = h          # unit concentration gradient at the top
    n = spsolve((matrix + sp.diags(uptake.ravel())).tocsc(), supply.ravel(),
                permc_spec="MMD_AT_PLUS_A").reshape(nx, nz)
    return x, n[:, 0] / (lam + dz[0] / 2)


def cosines(x, half_period, size):
    m = np.arange(size)
    norm = np.where(m == 0, 1.0, np.sqrt(2.0)) / np.sqrt(half_period)
    return norm * np.cos(np.pi * np.outer(x, m) / half_period)


def surface_matrices(w, half_period, height, size):
    m = np.arange(size)
    q = np.pi * m / half_period
    stiff = np.full(size, 1 / height)
    stiff[1:] = q[1:] / np.tanh(q[1:] * height)

    def overlap(j):
        return half_period * (j == 0) - w * np.sinc(j * w / half_period)
    norm = np.where(m == 0, 1.0, np.sqrt(2.0)) / np.sqrt(half_period)
    diff, total = m[:, None] - m[None, :], m[:, None] + m[None, :]
    mass = np.outer(norm, norm) * (overlap(diff) + overlap(total)) / 2
    load = np.zeros(size)
    load[0] = np.sqrt(half_period) / height
    return stiff, mass, load


def build_model(w, x, height=H, size=600):
    stiff, mass, load = surface_matrices(w, L, height, size)
    root = 1 / np.sqrt(stiff)
    mu, vec = eigh(root[:, None] * mass * root[None, :])
    return (cosines(x, L, size) * root) @ vec, vec.T @ (root * load), mu


def surface(model, lam):
    """Surface concentration and its derivative with respect to ln(lam)."""
    modes, weight, mu = model
    y = mu / lam
    return modes @ (weight / (1 + y)), modes @ (weight * y / (1 + y)**2)


def normal_terms(models, data, lam):
    slope = curvature = rss = 0.0
    for model, t in zip(models, data):
        u, du = surface(model, lam)
        scale = (t @ u) / (u @ u)
        res = t - scale * u
        jac = scale * (du - u * (du @ u) / (u @ u))
        slope += jac @ res
        curvature += jac @ jac
        rss += res @ res
    return slope, curvature, rss


def fit(models, data, start=50.0):
    p = np.log(start)
    for _ in range(100):
        slope, curvature, _ = normal_terms(models, data, np.exp(p))
        step = np.clip(slope / curvature, -0.7, 0.7)
        p += step
        if abs(step) < 1e-9:
            break
    else:
        raise AssertionError("fit did not converge")
    _, curvature, rss = normal_terms(models, data, np.exp(p))
    return np.exp(p), 1 / np.sqrt(curvature), rss


# Sampling points: every fourth cell, 20 to 380 um from the mask edge
cells = np.arange(int(round(L / h)))
centres = (cells + 0.5) * h
picks = []
for w in half_widths:
    d = centres - w
    first = int(round(w / h))
    picks.append(np.where((d > 20) & (d < 380) & ((cells - first) % 4 == 0))[0])
models = [build_model(w, centres[i]) for w, i in zip(half_widths, picks)]

# Profiles and recovered lengths against the finite-volume solution
recovered, shape_error = {}, 0.0
for lam in (25.0, lam_true, 400.0):
    full = [planar_nm * finite_volume(w, lam)[1] for w in half_widths]
    data = [f[i] for f, i in zip(full, picks)]
    for model, t in zip(models, data):
        u = surface(model, lam)[0]
        shape_error = max(shape_error,
                          np.max(abs(u / u.mean() - t / t.mean())))
    recovered[lam] = fit(models, data)[0]
    assert abs(recovered[lam] / lam - 1) < 0.01    # mesh error of the data
    if lam == lam_true:
        full_true, clean = full, data
assert shape_error < 2e-3                          # mesh error of the data

# Derivative with respect to ln(lam), for the normalised shape
eps = 0.1
shifted = []
for sign in (1, -1):
    t = finite_volume(100.0, lam_true * np.exp(sign * eps))[1][picks[1]]
    shifted.append(t / t.mean())
numeric = (shifted[0] - shifted[1]) / (2 * eps)
u, du = surface(models[1], lam_true)
formula = du / u.mean() - u * du.mean() / u.mean()**2
assert np.max(abs(numeric - formula)) < 0.03 * np.max(abs(formula))

# Influence of the assumed gas layer height
lam_height = {}
for height in (10000.0, 1000.0, 200.0):
    trial = [build_model(w, centres[i], height)
             for w, i in zip(half_widths, picks)]
    lam_height[height] = fit(trial, clean)[0]
assert abs(lam_height[1000.0] / lam_height[10000.0] - 1) < 1e-3
assert abs(lam_height[200.0] / lam_height[10000.0] - 1) > 0.01

# Noisy synthetic measurement, joint and separate fits
rng = np.random.default_rng(12)
noisy = [t + noise_nm * rng.standard_normal(t.size) for t in clean]
lam_fit, unit_error, rss = fit(models, noisy)
rel_error = noise_nm * unit_error
points = sum(t.size for t in noisy)
assert abs(np.log(lam_fit / lam_true)) < 3 * rel_error + 0.005
single = [fit([m], [t]) for m, t in zip(models, noisy)]

# Error bar against the scatter of repeated noisy fits
draws = [np.log(fit(models, [t + noise_nm * rng.standard_normal(t.size)
                             for t in clean], lam_true)[0])
         for _ in range(400)]
scatter = np.std(draws, ddof=1)
assert abs(scatter / rel_error - 1) < 0.15         # 400 draws: 3.5 % sampling

# Precision as a function of the length itself (window mean = planar value)
precision = {}
for lam in (2.0, 10.0, 30.0, 100.0, 300.0, 1000.0):
    ideal = []
    for model in models:
        u = surface(model, lam)[0]
        ideal.append(planar_nm * u / u.mean())
    precision[lam] = noise_nm / np.sqrt(normal_terms(models, ideal, lam)[1])
best = min(precision, key=precision.get)
assert 2.0 < best < 1000.0

# Exponential fits to the clean profile beside the wide mask
dist = centres[picks[1]] - 100.0
exp_length = {}
for limit in (100.0, 380.0):
    use = dist < limit
    par, _ = curve_fit(lambda s, a, b, c: a + b * np.exp(-s / c), dist[use],
                       clean[1][use], p0=(450.0, 200.0, 60.0), maxfev=20000)
    exp_length[limit] = par[2]
assert exp_length[380.0] / exp_length[100.0] > 1.2

# Isolated stripe: excess outside from the concentration on the mask
wide, deep, w_iso, size = 5000.0, 20000.0, 25.0, 1500
stiff, mass, load = surface_matrices(w_iso, wide, deep, size)
coef = solve(np.diag(stiff) + mass / lam_true, load, assume_a="pos")
c_planar = lam_true / (lam_true + deep)


def relative(x):
    return cosines(np.atleast_1d(x), wide, size) @ coef / c_planar


def kernel(s):
    si, ci = sici(s)
    return -ci * np.cos(s) - (si - np.pi / 2) * np.sin(s)


on_mask = -w_iso + (np.arange(200) + 0.5) * 2 * w_iso / 200
c_mask = relative(on_mask)
x_out = np.array([50.0, 100.0, 200.0, 400.0])
excess = relative(x_out) - 1
integral = np.array([np.sum(kernel(abs(x - on_mask) / lam_true) * c_mask)
                     for x in x_out]) * (2 * w_iso / 200) / (np.pi * lam_true)
assert np.max(abs(integral / excess - 1)) < 0.02   # distant periodic images
far = relative(np.array([600.0, 1200.0])) - 1
tail_power = np.log(far[0] / far[1]) / np.log(2)
assert 1.6 < tail_power < 2.1

# Curvature near the mask edge, weak-uptake case, second edge included
lam_weak = 1.0e4
x, rate = finite_volume(100.0, lam_weak)
i = int(round(100.0 / h)) + 8
d_edge = x[i] - 100.0
curv = (rate[i + 2] - 2 * rate[i] + rate[i - 2]) / (2 * h)**2
curv_edge = rate[i] / (np.pi * lam_weak) * (1 / d_edge - 1 / (d_edge + 200.0))
assert abs(curv / curv_edge - 1) < 0.05

# Kinetic meaning of k for the Ga species (monomethylgallium)
T, D_cm2, mass_u = 900.0, 15.0, 84.76
speed = 100 * np.sqrt(8 * k_B * T / (np.pi * mass_u * atomic_mass))  # cm/s
k_fit = D_cm2 / (lam_fit * 1e-4)
gamma = 4 * k_fit / speed
stick = gamma / (1 + gamma / 2)
incident = quad(lambda c: speed * c * 0.5 * (1 + 3 * k_fit * c / speed), 0, 1)[0]
assert abs(stick * incident / k_fit - 1) < 1e-9
mfp = 3 * D_cm2 / speed * 1e4                     # um
assert abs(lam_fit / mfp / (4 / 3 * (1 / stick - 0.5)) - 1) < 1e-9

# Neglected effects: refit profiles altered by length^2 times curvature
base = fit(models, clean)[0]


def shift_percent(length):
    altered = []
    for f, i in zip(full_true, picks):
        second = (f[i + 4] - 2 * f[i] + f[i - 4]) / (4 * h)**2
        altered.append(f[i] + length**2 * second)
    return 100 * (fit(models, altered)[0] / base - 1)


surface_length, shear, grad_T = 1.0, 300.0, 600.0  # um, 1/s, K/cm
shift_kinetic, shift_surface = shift_percent(mfp), shift_percent(surface_length)

print(f"period {2*L:.0f} um, model layer height {H:.0f} um")
print(f"planar thickness {planar_nm:.0f} nm, noise {noise_nm:.0f} nm")
print(f"data points {points}, true D/k {lam_true:.0f} um")
print("clean thickness (nm): distance um, 50 um mask, 200 um mask")
for j in (0, 6, 16, 36, 71):
    d = centres[picks[0][j]] - half_widths[0]
    print(f"  {d:7.3f}  {clean[0][j]:7.1f}  {clean[1][j]:7.1f}")
print(f"largest shape difference of the two solvers {shape_error:.1e}")
for lam, value in recovered.items():
    print(f"noise-free: true {lam:.0f} um, fitted {value:.2f} um")
print(f"joint fit D/k = {lam_fit:.2f} um +- {lam_fit*rel_error:.2f} um")
for w, s in zip(half_widths, single):
    print(f"  {2*w:.0f} um mask alone {s[0]:.1f} +- {s[0]*noise_nm*s[1]:.1f} um")
print(f"rms residual {np.sqrt(rss/(points-3)):.2f} nm")
print(f"relative error: formula {100*rel_error:.2f} %, "
      f"400 refits {100*scatter:.2f} %")
for height, value in lam_height.items():
    print(f"assumed layer {height:.0f} um: fitted {value:.2f} um")
for lam, value in precision.items():
    print(f"precision at D/k {lam:.0f} um: {100*value:.2f} %")
for limit, value in exp_length.items():
    print(f"exponential fit, 20-{limit:.0f} um: length {value:.1f} um")
print("isolated 50 um stripe: x from centre um, excess %, integral %")
for a, b, c in zip(x_out, excess, integral):
    print(f"  {a:.0f}  {100*b:.2f}  {100*c:.2f}")
print(f"tail power between 600 and 1200 um {tail_power:.2f}")
print(f"edge curvature, computed/formula {curv/curv_edge:.3f}")
print(f"T {T:.0f} K, D {D_cm2:.0f} cm2/s, species mass {mass_u:.2f} u")
print(f"mean speed {speed:.3e} cm/s, k {k_fit:.0f} cm/s")
print(f"sticking probability {stick:.3f}")
print(f"mean free path {mfp:.2f} um, ratio to D/k {mfp/lam_fit:.3f}")
print(f"D/k shift, mean-free-path scale {shift_kinetic:.2f} %")
print(f"D/k shift, {surface_length:.0f} um surface migration "
      f"{shift_surface:.3f} %")
print(f"cross-flow number, shear {shear:.0f} 1/s: over D/k "
      f"{shear*(lam_fit*1e-4)**2/D_cm2:.4f}")
print(f"  over half period {shear*(L*1e-4)**2/D_cm2:.4f}")
print(f"thermal drift number, {grad_T:.0f} K/cm: "
      f"{lam_fit*1e-4*grad_T/T:.4f}")
print(f"deposit height / D/k {planar_nm*1e-3/lam_fit:.4f}")
print("success")
```

Output:

```
period 1000 um, model layer height 10000 um
planar thickness 500 nm, noise 3 nm
data points 144, true D/k 100 um
clean thickness (nm): distance um, 50 um mask, 200 um mask
   20.625    591.0    801.9
   50.625    557.3    716.5
  100.625    534.0    647.3
  200.625    517.8    591.3
  375.625    510.5    566.3
largest shape difference of the two solvers 2.8e-04
noise-free: true 25 um, fitted 24.94 um
noise-free: true 100 um, fitted 99.98 um
noise-free: true 400 um, fitted 399.97 um
joint fit D/k = 99.00 um +- 1.17 um
  50 um mask alone 96.8 +- 4.0 um
  200 um mask alone 99.2 +- 1.2 um
rms residual 2.82 nm
relative error: formula 1.18 %, 400 refits 1.19 %
assumed layer 10000 um: fitted 99.98 um
assumed layer 1000 um: fitted 99.98 um
assumed layer 200 um: fitted 73.80 um
precision at D/k 2 um: 6.62 %
precision at D/k 10 um: 6.02 %
precision at D/k 30 um: 2.13 %
precision at D/k 100 um: 1.43 %
precision at D/k 300 um: 1.86 %
precision at D/k 1000 um: 4.09 %
exponential fit, 20-100 um: length 53.2 um
exponential fit, 20-380 um: length 79.4 um
isolated 50 um stripe: x from centre um, excess %, integral %
  50  15.95  15.95
  100  7.87  7.87
  200  3.28  3.27
  400  1.12  1.12
tail power between 600 and 1200 um 1.85
edge curvature, computed/formula 1.014
T 900 K, D 15 cm2/s, species mass 84.76 u
mean speed 4.741e+04 cm/s, k 1515 cm/s
sticking probability 0.120
mean free path 9.49 um, ratio to D/k 0.096
D/k shift, mean-free-path scale -6.67 %
D/k shift, 1 um surface migration -0.076 %
cross-flow number, shear 300 1/s: over D/k 0.0020
  over half period 0.0500
thermal drift number, 600 K/cm: 0.0066
deposit height / D/k 0.0051
success
```
